**One-loop F2(0) in d dimensions and its two-loop use**

The program tests $F_2(0)=2e^2m^{d-4}(4\pi)^{-d/2}R(d)$ with $R(d)=\Gamma(3-d/2)(5-d)/(d-3)$, where $e$ and $m$ are the electron's charge and mass. It computes $R$ from the Euclidean loop integral as the difference of magnetic and electric form factors, without Feynman parameters, and asserts agreement with the closed form at six values of $d$ from 3.5 to 5. Explicit Dirac matrices test the numerator coefficient and the collapse of the gauge term in three to six dimensions. With $d=4-2\epsilon$ and the MS-bar scale equal to $m$, finite differences of the loop integral give 4.0000 for the order-$\epsilon$ coefficient and 8.822 for the next one. At $d=3$ a small photon mass replaces the pole by a logarithm, whose measured slope 1.7711 agrees with the residue 1.7725 within the asserted tolerance. For one massless flavour in the photon line, the bare term and charge counterterm add to $-0.694444$ in units of $(\alpha/\pi)^2$, as does a direct integral at $d=4$. Without the order-$\epsilon$ term the finite part would be $-1.361111$.

## Check in Python

```python
"""
One-loop anomalous magnetic moment F2(0) of a Dirac electron in d dimensions.
Result under test (hbar = c = 1, electron mass m, charge e):
    F2(0) = 2 e^2 m^(d-4) / (4 pi)^(d/2) * R(d),
    R(d)  = Gamma(3 - d/2) (5 - d) / (d - 3).
The program sets m = 1. R is also computed straight from the Euclidean loop
integral, without Feynman parameters, as magnetic minus electric form factor.
K = Euclidean photon momentum, lam = photon mass, eps = (4 - d)/2.
The two-loop illustration has one massless charged flavour in the photon line.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.special import gamma as Gamma

mp.mp.dps = 40

# Dirac matrices for up to six dimensions, metric (+,-,-,...)
s1 = np.array([[0, 1], [1, 0]], complex)
s2 = np.array([[0, -1j], [1j, 0]])
s3 = np.diag([1, -1]).astype(complex)
I2 = np.eye(2)


def kron3(a, b, c):
    return np.kron(np.kron(a, b), c)


euclid = [kron3(s1, I2, I2), kron3(s2, I2, I2), kron3(s3, s1, I2),
          kron3(s3, s2, I2), kron3(s3, s3, s1), kron3(s3, s3, s2)]
gam = [euclid[0]] + [1j * g for g in euclid[1:]]
metric = np.array([1, -1, -1, -1, -1, -1])
ONE = np.eye(8)


def slash(v):
    return sum(metric[n] * v[n] * gam[n] for n in range(len(v)))


def dot(a, b):
    return np.sum(metric[:len(a)] * a * b)


def vertex(mu, left, right, d):
    """gamma^nu left gamma^mu right gamma_nu summed over d values of nu."""
    mid = left @ gam[mu] @ right
    return sum(metric[n] * gam[n] @ mid @ gam[n] for n in range(d))


# Test: coefficient of (p+p')^mu in the numerator, and gauge-term collapse
rng = np.random.default_rng(3)
numerator_error = 0.0
gauge_error = 0.0
for d in (3, 4, 5, 6):
    v, vp = rng.normal(size=(2, d - 1))
    p = np.concatenate([[np.sqrt(1 + v @ v)], v])
    pp = np.concatenate([[np.sqrt(1 + vp @ vp)], vp])
    x, y = 0.23, 0.41
    z = 1 - x - y
    k_in = (1 - x) * p - y * pp
    k_out = -x * p + (1 - y) * pp
    L, Rm = slash(pp) + ONE, slash(p) + ONE
    target, cols = [], [[], [], []]
    for mu in range(d):
        num = vertex(mu, slash(k_out) + ONE, slash(k_in) + ONE, d)
        target.append((L @ num @ Rm).ravel())
        cols[0].append((L @ gam[mu] @ Rm).ravel())
        cols[1].append(((p + pp)[mu] * L @ Rm).ravel())
        cols[2].append(((pp - p)[mu] * L @ Rm).ravel())
    design = np.array([np.concatenate(c) for c in cols]).T
    target = np.concatenate(target)
    fit = np.linalg.lstsq(design, target, rcond=None)[0]
    assert np.max(abs(design @ fit - target)) < 1e-8
    derived = 2 * z * (1 - z) + (4 - d) * (1 - z) ** 2
    numerator_error = max(numerator_error, abs(fit[1] - derived))
    kap = rng.normal(size=d)
    den = (dot(pp - kap, pp - kap) - 1) * (dot(p - kap, p - kap) - 1)
    for mu in range(d):
        long_part = (L @ slash(kap) @ (slash(pp - kap) + ONE) @ gam[mu]
                     @ (slash(p - kap) + ONE) @ slash(kap) @ Rm) / den
        diff = long_part - L @ gam[mu] @ Rm
        gauge_error = max(gauge_error, np.max(abs(diff)))
assert numerator_error < 1e-8
assert gauge_error < 1e-7


# Magnetic minus electric numerator at q -> 0, averaged over space directions
def sachs_difference(k0, ks, d):
    X = gam[1] @ gam[2] - gam[2] @ gam[1]
    A = gam[0] + ONE
    half = -gam[2] / 2          # derivative of slash(p') along q_2
    tree_m = np.trace(half @ gam[1] @ A @ X - A @ gam[1] @ half @ X)
    tree_e = np.trace(A @ gam[0] @ A)
    total = 0
    for axis in range(1, d):
        for sign in (1, -1):
            kap = np.zeros(d)
            kap[0], kap[axis] = k0, sign * ks
            B = A - slash(kap)
            full = vertex(1, B, B, d)
            change = vertex(1, half, B, d) - vertex(1, B, half, d)
            mag = np.trace((half @ full @ A + A @ change @ A
                            - A @ full @ half) @ X)
            ele = np.trace(A @ vertex(0, B, B, d) @ A)
            total += mag / tree_m - ele / tree_e
    return (total / (2 * (d - 1))).real


def numerator_coefficients(d):
    """a, b, c, h in a + b k0 + c k0^2 + h ks^2/(d-1)."""
    f0 = sachs_difference(0, 0, d)
    fp, fm = sachs_difference(1, 0, d), sachs_difference(-1, 0, d)
    h = sachs_difference(0, 1, d) - f0
    out = np.array([f0, (fp - fm) / 2, (fp + fm) / 2 - f0, h * (d - 1)])
    probe = out @ [1, 0.7, 0.49, 1.69 / (d - 1)]
    assert abs(probe - sachs_difference(0.7, 1.3, d)) < 1e-10
    return out


# The coefficients are polynomials in d: fix them at 3, 4, 5, check at 6
table = np.array([numerator_coefficients(d) for d in (3, 4, 5)])
to_poly = np.linalg.inv(np.vander([3.0, 4.0, 5.0], 3))
poly = to_poly @ table


def coefficients(d):
    return np.array([d * d, d, 1.0]) @ poly


assert np.allclose(coefficients(6.0), numerator_coefficients(6), atol=1e-9)

nodes_K, weights_K = np.polynomial.legendre.leggauss(300)
nodes_u, weights_u = np.polynomial.legendre.leggauss(180)


def loop_R(d, lam=0.0, insertion=None):
    """R(d) by quadrature over Euclidean photon momentum, m = 1."""
    lo, hi = -24.0, 14.0
    K = np.exp((hi + lo) / 2 + (hi - lo) / 2 * nodes_K)[:, None]
    wK = ((hi - lo) / 2 * weights_K)[:, None]
    umax = np.arcsinh(np.pi / K)
    u = umax * (nodes_u[None, :] + 1) / 2
    phi = K / 2 * np.sinh(u)
    w_phi = umax / 2 * weights_u[None, :] * K / 2 * np.cosh(u)
    c, s = np.sin(phi), np.abs(np.cos(phi))
    a, b, c2, h = coefficients(d)
    k0 = 1j * K * c
    num = a + b * k0 + c2 * k0 ** 2 + h * (K * s) ** 2 / (d - 1)
    f = -num / ((K ** 2 + lam ** 2) * K ** 2 * (K + 2j * c) ** 2)
    angular = np.sum(2 * f.real * s ** (d - 2) * w_phi, axis=1,
                     keepdims=True)
    if insertion is not None:
        angular = angular * insertion(K)
    area = 2 * np.pi ** ((d - 1) / 2) / Gamma((d - 1) / 2)
    integral = area * np.sum(wK * K ** d * angular) / (2 * np.pi) ** d
    return (4 * np.pi) ** (d / 2) / 2 * integral


def closed_R(d):
    return Gamma(3 - d / 2) * (5 - d) / (d - 3)


# Test: closed form against the loop integral
dimensions = (3.5, 3.8, 4.0, 4.3, 4.7, 5.0)
comparison = [(d, loop_R(d), closed_R(d)) for d in dimensions]
for d, numeric, formula in comparison:
    assert abs(numeric - formula) < 1e-4, (d, numeric, formula)

# Test: expansion in eps, from the loop integral by finite differences
def loop_msbar(eps):
    return np.exp(np.euler_gamma * eps) * loop_R(4 - 2 * eps)


step = 0.02
f0 = loop_msbar(0.0)
f1p, f1m = loop_msbar(step), loop_msbar(-step)
f2p, f2m = loop_msbar(2 * step), loop_msbar(-2 * step)
first = (4 * (f1p - f1m) / (2 * step) - (f2p - f2m) / (4 * step)) / 3
second = (4 * (f1p + f1m - 2 * f0) / (2 * step ** 2)
          - (f2p + f2m - 2 * f0) / (8 * step ** 2)) / 3
second_formula = 8 + np.pi ** 2 / 12
assert abs(first - 4) < 2e-3
assert abs(second - second_formula) < 2e-2

# Test: at d = 3 a photon mass turns the pole into a logarithm
lam_a, lam_b = 1e-3, 1e-4
R_a, R_b = loop_R(3.0, lam_a), loop_R(3.0, lam_b)
log_formula = Gamma(1.5) * (2 * np.log(2 / lam_b) - 3)
slope = (R_b - R_a) / np.log(lam_a / lam_b)
residue = float(mp.limit(lambda t: t * mp.gamma((3 - t) / 2)
                         * (2 - t) / t, 0))
assert abs(R_b - log_formula) < 3e-3     # corrections of order lam
assert abs(slope - residue) < 5e-3       # corrections of order lam


# Vertex with photon line multiplied by (K^2)^(-a)
def G(a, d):
    return (mp.gamma(3 + a - d / 2) / mp.gamma(1 + a)
            * (2 * mp.beta(2 + a, d - 3 - 2 * a)
               + (4 - d) * mp.beta(1 + a, d - 2 - 2 * a)))


G_loop = loop_R(3.9, insertion=lambda K: K ** (-0.2))
G_formula = float(G(mp.mpf('0.1'), mp.mpf('3.9')))
assert abs(G_loop - G_formula) < 1e-4

# Massless polarization at d = 3, K = 1: bubble integral by quadrature
half_line = quad(lambda t: np.log((1 + t) / (1 - t)) / t, 0, 1)[0]
bubble = 2 * half_line / (4 * np.pi ** 2)
pol_direct = 2 * (3 - 2) / (3 - 1) * bubble
pol_formula = float(8 * mp.gamma(0.5) * mp.beta(1.5, 1.5)
                    / (4 * mp.pi) ** 1.5)
assert abs(pol_direct - pol_formula) < 1e-7


# Two-loop pieces in units (alpha/pi)^2, MS-bar scale equal to m
def bare_two_loop(eps):
    return (-mp.exp(2 * mp.euler * eps) * G(eps, 4 - 2 * eps)
            * mp.gamma(eps) * mp.beta(2 - eps, 2 - eps))


def counterterm(eps):
    one_loop = (mp.exp(mp.euler * eps) * mp.gamma(1 + eps)
                * (1 + 2 * eps) / (1 - 2 * eps))
    return one_loop / (6 * eps)


tiny = mp.mpf(10) ** (-12)
bare_pole = float(tiny * bare_two_loop(tiny))
bare_finite = float(bare_two_loop(tiny) + 1 / (6 * tiny))
counter_finite = float(counterterm(tiny) - 1 / (6 * tiny))
two_loop = float(bare_two_loop(tiny) + counterterm(tiny))
direct = loop_R(4.0, insertion=lambda K: (np.log(K ** 2) - 5 / 3) / 6)
assert abs(bare_pole + 1 / 6) < 1e-9
assert abs(two_loop - direct) < 1e-4
assert abs(two_loop + 25 / 36) < 1e-9
assert abs(bare_finite - direct) > 0.5   # order-eps term is indispensable

# Physical electron at d = 4
alpha = constants.fine_structure
bohr = constants.physical_constants['Bohr magneton'][0]
schwinger = alpha / (2 * np.pi) * loop_R(4.0)
assert abs(schwinger / (alpha / (2 * np.pi)) - 1) < 1e-4
a_one = alpha / (2 * np.pi)

print("R(d) = F2(0) (4 pi)^(d/2) / (2 e^2 m^(d-4)), dimensionless")
for d, numeric, formula in comparison:
    print(f"d = {d:.1f}: loop {numeric:9.5f}   closed form {formula:9.5f}")
print(f"largest numerator-coefficient error: {numerator_error:.1e}")
print(f"largest gauge-term error: {gauge_error:.1e}")
print("Expansion at d = 4 - 2 eps, MS-bar scale = m, dimensionless")
print(f"order eps from loop: {first:.4f}")
print(f"order eps^2 from loop: {second:.3f}")
print(f"8 + pi^2/12: {second_formula:.3f}")
print("Infrared behaviour at d = 3, dimensionless")
print(f"photon mass / m: {lam_a:.0e} and {lam_b:.0e}")
print(f"R from loop: {R_a:.4f} and {R_b:.4f}")
print(f"logarithmic formula at smaller mass: {log_formula:.4f}")
print(f"slope in ln(m/lam): {slope:.4f}")
print(f"residue of R at d = 3: {residue:.4f}")
print("Photon power insertion a = 0.1 at d = 3.9, dimensionless")
print(f"G from loop: {G_loop:.5f}   closed form: {G_formula:.5f}")
print("Massless polarization, d = 3: -Pi K/e^2, dimensionless")
print(f"bubble quadrature: {pol_direct:.6f}   formula: {pol_formula:.6f}")
print("Two-loop massless flavour, units (alpha/pi)^2, scale = m")
print(f"bare 1/eps coefficient: {bare_pole:.6f}")
print(f"bare finite part: {bare_finite:.6f}")
print(f"counterterm finite part: {counter_finite:.6f}")
print(f"renormalized sum: {two_loop:.6f}")
print(f"direct integral at d = 4: {direct:.6f}")
print("Electron at d = 4")
print(f"alpha: {alpha:.9f} (dimensionless)")
print(f"alpha/(2 pi): {a_one:.9f} (dimensionless)")
print(f"Bohr magneton: {bohr:.6e} J/T")
print(f"one-loop moment shift, magnitude: {a_one * bohr:.5e} J/T")
scale2 = (alpha / np.pi) ** 2
print(f"model two-loop term: {two_loop * scale2:.4e} (dimensionless)")
print(f"same without order eps: {bare_finite * scale2:.4e} (dimensionless)")
print("success")
```

Printed output:

```
R(d) = F2(0) (4 pi)^(d/2) / (2 e^2 m^(d-4)), dimensionless
d = 3.5: loop   2.71918   closed form   2.71921
d = 3.8: loop   1.42703   closed form   1.42703
d = 4.0: loop   1.00000   closed form   1.00000
d = 4.3: loop   0.59903   closed form   0.59903
d = 4.7: loop   0.24438   closed form   0.24438
d = 5.0: loop   0.00000   closed form   0.00000
largest numerator-coefficient error: 2.2e-15
largest gauge-term error: 8.6e-14
Expansion at d = 4 - 2 eps, MS-bar scale = m, dimensionless
order eps from loop: 4.0000
order eps^2 from loop: 8.822
8 + pi^2/12: 8.822
Infrared behaviour at d = 3, dimensionless
photon mass / m: 1e-03 and 1e-04
R from loop: 10.8171 and 14.8951
logarithmic formula at smaller mass: 14.8948
slope in ln(m/lam): 1.7711
residue of R at d = 3: 1.7725
Photon power insertion a = 0.1 at d = 3.9, dimensionless
G from loop: 1.63990   closed form: 1.63990
Massless polarization, d = 3: -Pi K/e^2, dimensionless
bubble quadrature: 0.125000   formula: 0.125000
Two-loop massless flavour, units (alpha/pi)^2, scale = m
bare 1/eps coefficient: -0.166667
bare finite part: -1.361111
counterterm finite part: 0.666667
renormalized sum: -0.694444
direct integral at d = 4: -0.694444
Electron at d = 4
alpha: 0.007297353 (dimensionless)
alpha/(2 pi): 0.001161410 (dimensionless)
Bohr magneton: 9.274010e-24 J/T
one-loop moment shift, magnitude: 1.07709e-26 J/T
model two-loop term: -3.7469e-06 (dimensionless)
same without order eps: -7.3439e-06 (dimensionless)
success
```
